# Signs of the Coulomb and Exchange Errors in Density Fitting: a numerical check

```python
"""Density fitting in the Coulomb metric: signs of the energy errors.

Result under test, at a fixed density matrix:
  fitted Coulomb energy  - exact = -1/2 (d|d)
  fitted exchange energy - exact = +1/2 sum_spin sum_ij (d_ij|d_ij)
(f|g) is the Coulomb repulsion of f and g; d_ij is the residual of the fitted
product of occupied orbitals i and j of one spin; d = sum_i d_ii over both
spins is the residual of the total density. Hartree atomic units.
Example: triplet O2, unrestricted Hartree-Fock, def2-SVP.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve
from scipy.special import erf
from pyscf import gto, scf, df, dft

# ---- positivity formula: real space against Fourier space, neutral f ----
a, b = 1.0, 3.0     # exponents of two unit-charge Gaussians, f = g_a - g_b


def gauss(r, p):
    return (p / np.pi) ** 1.5 * np.exp(-p * r * r)


real_side = quad(lambda r: 4 * np.pi * r * (gauss(r, a) - gauss(r, b))
                 * (erf(np.sqrt(a) * r) - erf(np.sqrt(b) * r)), 0, 12)[0]
fourier_side = quad(lambda k: 2 / np.pi * (np.exp(-k * k / (4 * a))
                    - np.exp(-k * k / (4 * b))) ** 2, 0, 40)[0]
assert abs(real_side - fourier_side) < 1e-8 and real_side > 0

# ---- molecule and exact integrals ----
bond = 2.28
mol = gto.M(atom=[['O', (0, 0, -bond / 2)], ['O', (0, 0, bond / 2)]],
            unit='B', basis='def2-svp', spin=2, verbose=0)
n = mol.nao_nr()
eri = mol.intor('int2e', aosym='s1').reshape(n, n, n, n)


def coulomb_matrix(dm, g):
    return (g.reshape(n * n, n * n) @ dm.reshape(-1)).reshape(n, n)


def exchange_matrix(dm, g):
    return np.einsum('pqrs,pr->qs', g, dm)


def coulomb_energy(dms, g):
    total = dms[0] + dms[1]
    return 0.5 * np.sum(total * coulomb_matrix(total, g))


def exchange_energy(dms, g):
    return -0.5 * sum(np.sum(d * exchange_matrix(d, g)) for d in dms)


def run_scf(g_coulomb, g_exchange, dm0=None):
    mf = scf.UHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-6, 100

    def veff(mol_=None, dm=None, *args, **kwargs):
        dm = np.asarray(dm)
        vj = coulomb_matrix(dm[0] + dm[1], g_coulomb)
        return np.array([vj - exchange_matrix(d, g_exchange) for d in dm])

    mf.get_veff = veff
    mf.kernel(mf.get_init_guess() if dm0 is None else dm0)
    assert mf.converged
    return mf


class Fit:
    """Coulomb-metric fit of all basis-function products."""

    def __init__(self, shells):
        self.aux = df.addons.make_auxmol(mol, {'O': shells})
        self.metric = self.aux.intor('int2c2e')
        self.three = np.asarray(df.incore.aux_e2(
            mol, self.aux, 'int3c2e', aosym='s1')).reshape(n * n, -1)
        self.coef = solve(self.metric, self.three.T, assume_a='pos')
        self.eri = (self.three @ self.coef).reshape(n, n, n, n)
        self.size = self.metric.shape[0]

    def errors(self, dms):
        return (coulomb_energy(dms, self.eri) - coulomb_energy(dms, eri),
                exchange_energy(dms, self.eri) - exchange_energy(dms, eri))


exact = run_scf(eri, eri)
dms = np.asarray(exact.make_rdm1())
occ = [exact.mo_coeff[s][:, exact.mo_occ[s] > 0] for s in (0, 1)]
ej, ex = coulomb_energy(dms, eri), exchange_energy(dms, eri)

# ---- nested auxiliary sets, cut by highest angular momentum ----
jk_shells = gto.basis.load('def2-svp-jkfit', 'O')
l_top = max(sh[0] for sh in jk_shells)
fits = {l: Fit([sh for sh in jk_shells if sh[0] <= l])
        for l in range(l_top + 1)}
table = {l: fits[l].errors(dms) for l in fits}
for l in fits:
    assert table[l][0] < 0 < table[l][1]
    if l > 0:
        assert table[l][0] >= table[l - 1][0] - 1e-9
        assert table[l][1] <= table[l - 1][1] + 1e-9
full, cut = fits[l_top], fits[2]
jfit = Fit(gto.basis.load('weigend', 'O'))
jfit_errors = jfit.errors(dms)
assert jfit_errors[0] < 0 < jfit_errors[1]

# the matrix of residual repulsions has no negative eigenvalue
gram = (eri - full.eri).reshape(n * n, n * n)
lowest = np.linalg.eigvalsh(0.5 * (gram + gram.T))[0]
assert lowest > -1e-9

# ---- real-space quadrature of residual times its own potential ----
grids = dft.gen_grid.Grids(mol)
grids.atom_grid = {'O': (75, 302)}
grids.prune = None
grids.build()
keep = grids.weights != 0
points, weights = grids.coords[keep], grids.weights[keep]
total_dm = dms[0] + dms[1]

# overlap-metric fit of the total density, right-hand side by quadrature
rhs = np.zeros(full.size)
electrons = 0.0
for p0 in range(0, len(weights), 4000):
    xyz, w = points[p0:p0 + 4000], weights[p0:p0 + 4000]
    ao = mol.eval_gto('GTOval_sph', xyz)
    rho_w = w * np.sum((ao @ total_dm) * ao, axis=1)
    electrons += rho_w.sum()
    rhs += rho_w @ full.aux.eval_gto('GTOval_sph', xyz)
assert abs(electrons - mol.nelectron) < 1e-3
c_overlap = solve(full.aux.intor('int1e_ovlp'), rhs, assume_a='pos')

# columns: all products of occupied orbitals of equal spin
pairs = np.hstack([np.einsum('pi,qj->pqij', c, c).reshape(n * n, -1)
                   for c in occ])
diagonal = np.concatenate([np.eye(c.shape[1]).ravel() for c in occ])
quadrature = {'full': np.zeros(2), 'cut': np.zeros(2)}
overlap_half = 0.0
# the molecule and grid have inversion symmetry: half the points, doubled
upper = points[:, 2] > 0
points, weights = points[upper], 2 * weights[upper]
for p0 in range(0, len(weights), 3000):
    xyz, w = points[p0:p0 + 3000], weights[p0:p0 + 3000]
    probe = gto.fakemol_for_charges(xyz)
    ao = mol.eval_gto('GTOval_sph', xyz)
    values = (ao[:, :, None] * ao[:, None, :]).reshape(len(w), -1) @ pairs
    pot_ao = np.asarray(df.incore.aux_e2(mol, probe, 'int3c2e', aosym='s1'))
    potentials = pot_ao.reshape(n * n, -1).T @ pairs
    for name, fit in (('full', full), ('cut', cut)):
        chi = fit.aux.eval_gto('GTOval_sph', xyz)
        chi_pot = gto.mole.intor_cross('int2c2e', fit.aux, probe).T
        fitted = fit.coef @ pairs
        res = values - chi @ fitted
        res_pot = potentials - chi_pot @ fitted
        quadrature[name] += 0.5 * np.array([
            np.sum(w * (res @ diagonal) * (res_pot @ diagonal)),
            np.sum(w[:, None] * res * res_pot)])
        if name == 'full':
            overlap_half += 0.5 * np.sum(
                w * (values @ diagonal - chi @ c_overlap)
                * (potentials @ diagonal - chi_pot @ c_overlap))

# 1 percent: the residual oscillates in space and the grid is finite
for name, l in (('full', l_top), ('cut', 2)):
    assert abs(-table[l][0] / quadrature[name][0] - 1) < 1e-2
    assert abs(table[l][1] / quadrature[name][1] - 1) < 1e-2

# ---- overlap-metric fit: plain and robust Coulomb energies ----
self_fit = c_overlap @ full.metric @ c_overlap
cross = total_dm.reshape(-1) @ full.three @ c_overlap
plain_error = 0.5 * self_fit - ej
robust_error = cross - 0.5 * self_fit - ej
assert abs(-robust_error / overlap_half - 1) < 1e-2
assert abs(plain_error + overlap_half) > 0.1 * overlap_half

# ---- sum of both errors for one and two electrons in O2 orbitals ----
projectors = [np.outer(v, v) for v in occ[0].T]
zero = np.zeros((n, n))
one_electron = max(abs(sum(full.errors([p, zero]))) for p in projectors)
assert one_electron < 1e-9
highest = projectors[-1]
double_sum = sum(full.errors([highest, highest]))
v = np.outer(occ[0][:, -1], occ[0][:, -1]).reshape(-1)
assert double_sum < 0 and abs(double_sum + v @ gram @ v) < 1e-9
same_spin = []
for i in range(len(projectors)):
    for j in range(i):
        net = sum(full.errors([projectors[i] + projectors[j], zero]))
        vij = np.outer(occ[0][:, i], occ[0][:, j]).reshape(-1)
        formula = (vij @ gram @ vij - projectors[i].reshape(-1) @ gram
                   @ projectors[j].reshape(-1))
        assert abs(net - formula) < 1e-9
        same_spin.append(net)
assert max(same_spin) > 0

# ---- bounds after self-consistency, with the cut auxiliary set ----
scf_j = run_scf(cut.eri, eri, dms)
scf_k = run_scf(eri, cut.eri, dms)
drop = exact.e_tot - scf_j.e_tot
rise = scf_k.e_tot - exact.e_tot
drop_low = -table[2][0]
drop_high = -cut.errors(np.asarray(scf_j.make_rdm1()))[0]
rise_low = cut.errors(np.asarray(scf_k.make_rdm1()))[1]
rise_high = table[2][1]
assert drop_low - 1e-9 <= drop <= drop_high + 1e-9
assert rise_low - 1e-9 <= rise <= rise_high + 1e-9

# ---- output ----
to_kj = (constants.physical_constants['Hartree energy'][0]
         * constants.N_A / 1000)
print(f'Neutral Gaussian pair, exponents {a}, {b} bohr^-2:')
print(f'  (f|f) real space    {real_side:.8f} hartree')
print(f'  (f|f) Fourier space {fourier_side:.8f} hartree')
print(f'O2 bond length {bond} bohr; orbital basis functions {n}')
print(f'occupied orbitals: alpha {occ[0].shape[1]}, beta {occ[1].shape[1]}')
print(f'UHF total energy      {exact.e_tot:.8f} hartree')
print(f'exact Coulomb energy  {ej:.8f} hartree')
print(f'exact exchange energy {ex:.8f} hartree')
print(f'fitted Coulomb, full JK set  {ej + table[l_top][0]:.8f} hartree')
print(f'fitted exchange, full JK set {ex + table[l_top][1]:.8f} hartree')
print('JK set cut at l: functions, errors of Coulomb, exchange, sum (hartree)')
for l in fits:
    dj, dk = table[l]
    print(f'  l<={l}: {fits[l].size:4d} {dj:+.5e} {dk:+.5e} {dj + dk:+.5e}')
dj, dk = jfit_errors
print(f'  J set: {jfit.size:4d} {dj:+.5e} {dk:+.5e} {dj + dk:+.5e}')
print(f'full JK set, Coulomb error  {table[l_top][0] * to_kj:+.5f} kJ/mol')
print(f'full JK set, exchange error {table[l_top][1] * to_kj:+.5f} kJ/mol')
print('Half residual self-repulsion by quadrature (hartree):')
for name, label in (('full', 'full JK set'), ('cut', 'JK set l<=2')):
    qj, qk = quadrature[name]
    print(f'  {label}: density {qj:.5e}, orbital products {qk:.5e}')
print(f'lowest eigenvalue of residual matrix {lowest:.1e} hartree')
print('Overlap-metric fit of the density, full JK set (hartree):')
print(f'  half residual self-repulsion, quadrature {overlap_half:.5e}')
print(f'  plain Coulomb error  {plain_error:+.5e}')
print(f'  robust Coulomb error {robust_error:+.5e}')
print('Sum of Coulomb and exchange errors, full JK set (hartree):')
print(f'  one electron, largest magnitude {one_electron:.1e}')
print(f'  two electrons in highest alpha orbital {double_sum:+.5e}')
print(f'  same-spin pairs: number {len(same_spin)}, '
      f'positive {sum(x > 1e-10 for x in same_spin)}, '
      f'negative {sum(x < -1e-10 for x in same_spin)}')
print(f'  same-spin pairs: lowest {min(same_spin):+.5e}, '
      f'highest {max(same_spin):+.5e}')
print('Self-consistent shifts, JK set l<=2 (hartree):')
print(f'  Coulomb fitted, energy drop {drop:.9f}')
print(f'    bounds {drop_low:.9f} to {drop_high:.9f}')
print(f'  exchange fitted, energy rise {rise:.9f}')
print(f'    bounds {rise_low:.9f} to {rise_high:.9f}')
print('tests ok')
```

Running it gives:

```
Neutral Gaussian pair, exponents 1.0, 3.0 bohr^-2:
  (f|f) real space    0.22545111 hartree
  (f|f) Fourier space 0.22545111 hartree
O2 bond length 2.28 bohr; orbital basis functions 28
occupied orbitals: alpha 9, beta 7
UHF total energy      -149.49059736 hartree
exact Coulomb energy  100.11353520 hartree
exact exchange energy -16.30577150 hartree
fitted Coulomb, full JK set  100.11349520 hartree
fitted exchange, full JK set -16.30553451 hartree
JK set cut at l: functions, errors of Coulomb, exchange, sum (hartree)
  l<=0:   20 -1.34249e-02 +1.99342e+00 +1.97999e+00
  l<=1:   68 -2.27853e-03 +4.27539e-01 +4.25260e-01
  l<=2:  108 -6.12430e-04 +7.03644e-03 +6.42401e-03
  l<=3:  136 -9.21825e-05 +6.66925e-04 +5.74743e-04
  l<=4:  154 -4.00033e-05 +2.36991e-04 +1.96988e-04
  J set:   98 -1.08522e-04 +3.21655e-03 +3.10802e-03
full JK set, Coulomb error  -0.10503 kJ/mol
full JK set, exchange error +0.62222 kJ/mol
Half residual self-repulsion by quadrature (hartree):
  full JK set: density 4.00056e-05, orbital products 2.36996e-04
  JK set l<=2: density 6.12449e-04, orbital products 7.03646e-03
lowest eigenvalue of residual matrix -2.8e-14 hartree
Overlap-metric fit of the density, full JK set (hartree):
  half residual self-repulsion, quadrature 5.03831e-05
  plain Coulomb error  -3.64488e-03
  robust Coulomb error -5.03752e-05
Sum of Coulomb and exchange errors, full JK set (hartree):
  one electron, largest magnitude 6.7e-16
  two electrons in highest alpha orbital -7.08134e-06
  same-spin pairs: number 36, positive 27, negative 9
  same-spin pairs: lowest -2.36195e-06, highest +1.50097e-05
Self-consistent shifts, JK set l<=2 (hartree):
  Coulomb fitted, energy drop 0.000635224
    bounds 0.000612430 to 0.000658946
  exchange fitted, energy rise 0.006897521
    bounds 0.006761915 to 0.007036441
tests ok
```
